Fermi-contact and dipolar hyperfine parameters from PAW spin densities

**1. What symmetry and dimensions allow**

A nucleus with spin I sits at the origin, in an electron system of total spin S. Both spins are measured in units of ħ. The coupling is bilinear,

H_hf = Σ_ab S_a A_ab I_b,

and, when there is no orbital moment and no spin–orbit coupling, it is to first order in the nuclear moment linear in the spin density

ρ_s(r) = n↑(r) − n↓(r), ∫ρ_s d³r = 2S.

Hence A_ab = const · ∫ρ_s(r) k_ab(r) d³r with some kernel k_ab. Take a point nucleus, no orbital moment and no spin–orbit coupling. The kernel can then be built from the vector r = r n alone.

S and I are both axial vectors, so k_ab must be even under inversion. This admits δ_ab and n_a n_b and excludes ε_abc n_c. The energy of two magnetic moments scales as 1/length³, and no other length is available, so k_ab has dimension length⁻³. Three terms remain:

δ_ab δ(r), (3n_a n_b − δ_ab)/r³, δ_ab/r³.

The third would give a divergent integral wherever ρ_s(0) ≠ 0. Magnetostatics must show that its coefficient is zero and must fix the other two.

**2. The field at the nucleus**

The electron moment is opposite to its spin. With g_e > 0 the magnetization is

M(r) = m(r) ⟨S⟩, m(r) = −g_e μ_B ρ_s(r)/(2S).

As a check, its integral is −g_e μ_B ⟨S⟩. The bound current is J = ∇×M = ∇m × ⟨S⟩, since ⟨S⟩ is a constant vector. The Biot–Savart law at the origin reads

B(0) = (μ0/4π) ∫ J × (−r)/r³ d³r = −(μ0/4π) ∫ (∇m × ⟨S⟩) × r/r³ d³r.

The identity (A×B)×C = B(A·C) − A(B·C) gives

B_a = −(μ0/4π) Σ_b ⟨S_b⟩ [δ_ab P − Q_ab],
P = ∫ Σ_c (x_c/r³) ∂_c m d³r, Q_ab = ∫ (x_b/r³) ∂_a m d³r.

The density may have a cusp at the nucleus, but its gradient is bounded there. A small sphere r < ε therefore contributes only of order ε, and both integrals can be taken over r > ε with ε → 0 at the end. We integrate by parts. The surface at infinity gives nothing for a localized density. On the inner surface the outward normal of the region is −n and the area element is ε² dΩ.

For P, the divergence of x_c/r³ vanishes for r > 0, so the surface term alone survives:

P = −∫ m dΩ → −4π m(0).

For Q we need ∂_a(x_b/r³) = (δ_ab − 3n_a n_b)/r³ and the angular average of n_a n_b, which is δ_ab/3:

Q_ab = −(4π/3) δ_ab m(0) + ∫ m (3n_a n_b − δ_ab)/r³ d³r.

The last integral is the limit ε → 0 of the integral over r > ε, so angles are integrated before r. Inserting both results,

−(δ_ab P − Q_ab) = 4π δ_ab m(0) − (4π/3) δ_ab m(0) + ∫ m (3n_a n_b − δ_ab)/r³ d³r,

B_a = (μ0/4π) Σ_b ⟨S_b⟩ [ (8π/3) δ_ab m(0) + ∫ m (3n_a n_b − δ_ab)/r³ d³r ].

No δ_ab/r³ term appears.

**3. The hyperfine parameters**

The nuclear moment is g_N μ_N I, with μ_N the nuclear magneton, and its energy is −g_N μ_N I·B(0). This minus sign cancels the one in m. Within a multiplet of fixed S and no orbital degeneracy, ⟨S⟩ may be replaced by the operator S. Then

A_ab = A_iso δ_ab + T_ab,

A_iso = K (8π/3) ρ_s(0)/(2S),

T_ab = K W_ab/(2S), W_ab = ∫ ρ_s(r) (3n_a n_b − δ_ab)/r³ d³r,

K = (μ0/4π) g_e μ_B g_N μ_N.

The spin density is that of the state with maximal S_z; division by 2S turns it into a density per unpaired electron.

We use Rydberg atomic units, with H = −∇² + V, lengths in bohr (a0) and energies in Ry. To convert K, put μ_B = eħ/(2m_e), μ_N = eħ/(2m_p) and μ0 = 1/(ε0c²):

(μ0/4π) μ_B μ_N/a0³ = [e²/(4πε0 a0)] · ħ²/(4 m_e m_p c² a0²).

The bracket is 2 Ry. With the fine-structure constant α = ħ/(m_e c a0), the second factor is α²(m_e/m_p)/4. Therefore

K = ½ g_e g_N α² (m_e/m_p) Ry bohr³.

For g_N = 1 this corresponds to K/h = 95.521 MHz bohr³.

**4. Why the tensor sees L = 2**

Consider the polynomial 3x_a x_b − δ_ab r². Its Laplacian is 6δ_ab − 6δ_ab = 0. A homogeneous polynomial of degree 2 that satisfies Laplace's equation is r² times a combination of the five Y_2M. So 3n_a n_b − δ_ab is a pure L = 2 function of angle. Expand the spin density about the nucleus in real harmonics,

ρ_s(r) = Σ_LM ρ_LM(r) Y_LM(n).

Orthogonality of the harmonics removes every L except 2, and the volume element r² dr leaves one inverse power of r:

W_ab = Σ_M [∫₀^∞ ρ_2M(r)/r dr] ∫ (3n_a n_b − δ_ab) Y_2M dΩ.

The radial integral converges at the nucleus. An orbital component of angular momentum l starts as r^l, so a product of components l and l′ starts as r^(l+l′). Such a product contains L = 2 only if |l − l′| ≤ 2 ≤ l + l′. Hence ρ_2M vanishes at least as r², and the integrand at least as r.

The tensor is symmetric and traceless. A spherical spin density gives W = 0, and so does a site of cubic symmetry, because a cubic group leaves no traceless symmetric tensor invariant.

**5. The PAW spin density**

First let one atom be augmented, with sphere radius rc. The all-electron orbital follows from the smooth one by

ψ = ψ̃ + Σ_i (φ_i − φ̃_i) c_i, c_i = ⟨p̃_i|ψ̃⟩, ⟨p̃_i|φ̃_j⟩ = δ_ij.

The partial waves φ_i and φ̃_i coincide for r ≥ rc, and the projectors p̃_i vanish there. Inside the sphere define

P = Σ φ_i c_i, P̃ = Σ φ̃_i c_i, d = ψ̃ − P̃.

Then ψ̃ = P̃ + d and ψ = P + d, so

|ψ|² = |P|² + 2Re(P*d) + |d|²,
|ψ̃|² + |P|² − |P̃|² = |P|² + 2Re(P̃*d) + |d|².

The two differ by 2Re[(P − P̃)*d]. This vanishes when the smooth partial waves represent ψ̃ completely inside the sphere (d = 0). PAW uses the second line as its density. Summing over orbitals with occupation f_nσ and sign σ = ±1 gives

ρ_s = ρ̃_s + Σ_ij D^s_ij (φ_i*φ_j − φ̃_i*φ̃_j),
D^s_ij = Σ_nσ σ f_nσ ⟨ψ̃_nσ|p̃_i⟩⟨p̃_j|ψ̃_nσ⟩,

where ρ̃_s = Σ_nσ σ f_nσ |ψ̃_nσ|². A frozen core with equal up and down densities adds nothing. If the core is allowed to polarize, its spin density must be added.

**6. The contact term**

Write φ_i = (u_i/r) Y_i, with Y_i the spherical harmonic of wave i. For a nonrelativistic wave in the field of a point nucleus u_i ~ r^(l+1), so φ_i ~ r^l. At r = 0 the waves with l > 0 vanish, and a product survives only if both factors are s waves. For these φ_i(0) = u_i′(0)/√(4π). Thus

ρ_s(0) = ρ̃_s(0) + Σ_(i,j both s) D^s_ij [φ_i(0)φ_j(0) − φ̃_i(0)φ̃_j(0)].

If the partial waves are complete, ρ̃_s(0) cancels the last product, and

ρ_s(0) = Σ_(i,j both s) D^s_ij φ_i(0)φ_j(0).

This is the sense in which s partial waves give the contact term. With a finite set the smooth terms cancel only approximately, and the three-term formula is the one consistent with the PAW density.

An open p shell can still have a contact coupling: exchange makes the up and down s orbitals different, so their densities at the nucleus need not cancel. In a single-determinant description this requires different orbitals for the two spins. The core s shell polarizes as well, and its contribution can be comparable in size to that of the valence s shell and opposite in sign, so a frozen core may miss a large part of the result.

**7. The anisotropic term**

Inserting the PAW density into W_ab gives

W_ab = W̃_ab + Σ_ij D^s_ij g^ab_ij ∫₀^rc (u_i u_j − ũ_i ũ_j)/r³ dr,

g^ab_ij = ∫ Y_i* (3n_a n_b − δ_ab) Y_j dΩ.

The upper limit is rc because the difference vanishes beyond it. For s–s pairs g is zero, and they must be dropped before the radial integration, since ∫u_i u_j/r³ dr would diverge logarithmically for them. The allowed pairs include p–p, s–d, d–d and p–f. So s waves do enter the anisotropic tensor, in partnership with d waves.

The smooth part W̃_ab covers all space, including the region outside the sphere. In a periodic cell it is obtained from plane waves. Let Φ(R) = ∫ρ̃_s(r)/|r − R| d³r. The integration by parts used for Q_ab in part 2 shows that, under an integral,

∂_a∂_b(1/r) = (3n_a n_b − δ_ab)/r³ − (4π/3) δ_ab δ(r).

Therefore W̃_ab(R) = ∂_a∂_bΦ(R) + (4π/3) δ_ab ρ̃_s(R). With ρ̃_s(r) = Σ_G ρ̃_s(G) e^(iG·r), Poisson's equation gives Φ(G) = 4πρ̃_s(G)/G², and two derivatives give the factor −G_aG_b:

W̃_ab(R) = −4π Σ_(G≠0) (G_aG_b/G² − δ_ab/3) ρ̃_s(G) e^(iG·R).

The trace of each term is zero, as it must be. At G = 0 the factor G_aG_b/G² depends on the direction of approach; this reflects the dependence of the field on the shape of a magnetized sample, and leaving the term out gives the result for a spherical sample. For a Gaussian density proportional to exp(−x² − y² − z²/2), with lengths in bohr and normalized to one electron, in a cubic cell of side 16 bohr, the sum for W̃_zz at its centre gives 0.138663 bohr⁻³, against 0.138645 bohr⁻³ from real-space integration for the isolated density.

With several augmented atoms, the one-centre corrections of the other spheres also produce a dipolar field at this nucleus. Away from its singularity the kernel is a second derivative of 1/|r − R| and so satisfies Laplace's equation. A distant correction therefore acts through its multipole moments, and a smooth compensation density with the same moments, confined to the same distant sphere, may replace it. At the nucleus under study such a density must not be added to ρ̃_s unless it is subtracted again in the one-centre smooth part.

**8. Worked example: one electron outside a closed core**

The model has nuclear charge 3, a core of two electrons with exponent a = 2.5 bohr⁻¹, and g_N = 1. The unpaired electron moves in

V(r) = −2/r − 4(1/r + a) e^(−2ar) Ry,

plus an axial field 0.02 r cosθ exp[−(r/8)²] Ry, with r in bohr. The model omits exchange and core polarization, and keeps l ≤ 3. The field mixes the valence s state with higher l; the weights are 0.921 (s), 0.078 (p) and 0.0007 (d).

The all-electron valence level is −0.36709 Ry. Separately, a PAW data set was built with rc = 2 bohr and two partial waves per l, at −0.4 and 0.6 Ry with the field off. Each smooth wave ũ is a combination of r^(l+1), r^(l+3) and r^(l+5), matched to u at rc in value, slope and curvature. The smooth potential inside the sphere has the form v₀ + v₂r², matched to V in value and slope. The PAW numbers below belong to this construction. The smooth eigenproblem was then solved, giving −0.36709 Ry as well.

*Contact term.* The s waves, scaled to u(rc) = 1, have φ(0) = −1.3985 and −1.4379, with amplitudes c = 0.29633 and 0.02457. Their sum at the nucleus is

P(0) = −0.29633·1.3985 − 0.02457·1.4379 = −0.4497,

and its square is the one-centre density 0.2023 bohr⁻³. The three-term formula gives

ρ_s(0) = 0.000172 + 0.202275 − 0.000162 = 0.202285 bohr⁻³.

The smooth density alone is less than a thousandth of the result, so here the contact term comes almost entirely from reconstruction. With 2S = 1,

A_iso/h = 95.521 · (8π/3) · 0.202285 = 161.9 MHz.

The all-electron density is 0.20391 bohr⁻³, or 163.2 MHz. Relative to it, PAW is 0.8 % low. With one partial wave per l it is 3.1 % high. These errors depend on how the smooth waves and the smooth potential are built. If the smooth potential is also matched in curvature, or the smooth waves get a fourth term matched to the third derivative, the error is 3 to 5 % high with one wave and below 0.1 % with two. These values therefore do not establish a rate of convergence. The energy agrees far better than the contact density; close agreement in energy does not guarantee the same relative accuracy at the nucleus.

*Anisotropic term.* For an axial system put W = W_zz; then W_xx = W_yy = −W/2. The three parts give

W = 0.003233 + 0.001716 − 0.001513 = 0.00344 bohr⁻³,

T_zz/h = 95.521 · 0.003437 = 0.328 MHz (with W unrounded), T_xx/h = T_yy/h = −0.164 MHz.

The all-electron value is 0.00342 bohr⁻³, and PAW is 0.4 % above it (about 0.2 % with the smoother constructions mentioned above). The smooth part minus the one-centre smooth part is 0.00172 bohr⁻³. To the extent that the partial waves are complete, this is the contribution from outside the sphere: half of W. A purely one-centre evaluation would lose it.

In the all-electron state, p–p pairs supply 0.00286 bohr⁻³ (84 %) and s–d pairs 0.00055 bohr⁻³ (16 %). The s–d share is sizeable although the d weight is below 0.1 %, because it is linear in the small d amplitude and multiplies the large s amplitude. The d–d term is quadratic in the d amplitude and gives only 0.000004 bohr⁻³.

The couplings for a magnetic field along and across the axis are

A_par/h = (A_iso + T_zz)/h = 162.2 MHz,
A_perp/h = (A_iso − T_zz/2)/h = 161.7 MHz.

Both carry the 1.3 MHz error of the PAW A_iso relative to the all-electron value; the last digit is meaningful only in their difference, 3T_zz/(2h) = 0.49 MHz.

*Check of part 2.* The Biot–Savart integral over the bound current of the full all-electron density gives 1.71170 bohr⁻³ in units of the prefactor. The formula gives (8π/3)·0.20391 + 0.00342 = 1.7117 bohr⁻³. The numerical check printed below also confirms by quadrature that, among L = 0 to 4, the dipolar kernel couples to L = 2 alone.

**9. Where the point-nucleus formula fails**

Let G and F be r times the large and small radial components of an s₁/₂ Dirac state near a point charge Z. Keeping only the terms in 1/r, the radial equations are dG/dr − G/r = (Zα/r)F and dF/dr + F/r = −(Zα/r)G. Inserting G = p r^γ and F = q r^γ gives

(γ − 1)p = Zα q, (γ + 1)q = −Zα p.

Multiplying them gives γ² = 1 − Z²α², so γ < 1. The density, proportional to (G² + F²)/r², then behaves as r^(2γ−2) and diverges at r = 0. The contact density has no value there, and the coupling must be computed with the relativistic hyperfine operator, which spreads the contact interaction over a finite region, and for heavy nuclei with a finite nuclear size. The correction grows with Zα; for light atoms γ is close to 1 and the nonrelativistic formula is a good first approximation.

Spin–orbit coupling or an unquenched orbital moment adds a further field at the nucleus, from the orbital current, which ρ_s does not contain.

Numbers as computed

```
nuclear charge 3, core exponent 2.5 1/bohr, g_N 1.0
field 0.02 Ry/bohr, range 8.0 bohr, rc 2.0 bohr, wall 20.0 bohr
reference energies [-0.4, 0.6] Ry, l up to 3
core level, all-electron      -2.58929 Ry
valence level, all-electron   -0.367092 Ry
valence level, PAW 1 wave/l   -0.367105 Ry
valence level, PAW 2 waves/l  -0.367090 Ry
weights of s,p,d,f: 0.92080 0.07848 0.00072 0.00000
largest kernel coupling, L=0..4: 5.9e-15 7.1e-16 3.2e+00 6.2e-16 2.5e-14
bound-current field   1.7116989 bohr^-3
contact + dipolar     1.7116989 bohr^-3
s wave 1: phi(0) -1.39850, smooth phi(0) 0.03352, amplitude 0.29633 (waves scaled to u(rc)=1)
s wave 2: phi(0) -1.43793, smooth phi(0) 0.11448, amplitude 0.02457 (waves scaled to u(rc)=1)
n(0) smooth part            0.000172 bohr^-3
n(0) one-centre full part   0.202275 bohr^-3
n(0) one-centre smooth part 0.000162 bohr^-3
n(0) PAW total, 2 waves/l   0.202285 bohr^-3
n(0) all-electron           0.203910 bohr^-3
n(0) error: 1 wave 3.143 %, 2 waves -0.797 %
W smooth part            0.003233 bohr^-3
W one-centre full part   0.001716 bohr^-3
W one-centre smooth part 0.001513 bohr^-3
W PAW total, 2 waves/l   0.003437 bohr^-3
W all-electron           0.003423 bohr^-3
W error: 1 wave 0.759 %, 2 waves 0.394 %
all-electron W from s-d pairs 0.0005488 bohr^-3
all-electron W from p-p pairs 0.0028632 bohr^-3
all-electron W from p-f pairs 0.0000070 bohr^-3
all-electron W from d-d pairs 0.0000043 bohr^-3
all-electron W from f-f pairs 0.0000000 bohr^-3
Gaussian test: plane-wave sum 0.138663, real space 0.138645 bohr^-3
K 95.521304 MHz bohr^3; from fine-structure constant 95.521304 MHz bohr^3
A_iso PAW 161.8757 MHz, all-electron 163.1767 MHz
T_zz PAW 0.32829 MHz, all-electron 0.32700 MHz
T_xx = T_yy PAW -0.16414 MHz
A_par 162.2039 MHz, A_perp 161.7115 MHz
```
